**Inductance and capacitance of a transverse electromagnetic line**

For two perfect conductors in one homogeneous lossless dielectric, the program tests \(LC=\mu\varepsilon\), where \(L\) and \(C\) are the external inductance and the capacitance per length, \(\mu\) is the permeability and \(\varepsilon\) is the permittivity. It asserts symbolically that a travelling wave between two line sources satisfies Maxwell's equations when \(\varepsilon=1/(\mu v^2)\), with \(v\) the wave speed. For two unequal round wires, separate electric and magnetic calculations must give the product to within \(10^{-6}\) and matching surface distributions of charge and current. For a shielded rectangular wire, the finite-element product must approach \(\mu\varepsilon\) from above, and its extrapolated value must agree within \(5\times10^{-4}\), relative to \(\mu\varepsilon\). The output shows 130.38 pF/m and 213.35 nH/m at relative permittivity 2.5, with an extrapolated ratio \(LC/(\mu\varepsilon)\) of 1.000000. The program also asserts that a layered filling gives an effective permittivity between those of its layers, and that a uniform wire current raises the product above \(\mu\varepsilon\). The printed values for these two cases are an effective relative permittivity of 2.999 and a ratio of 1.2350.

## Program and output

```python
# Result under test: for a two-conductor transverse electromagnetic line with
# perfect conductors in one homogeneous dielectric, L*C = mu*eps, where
# L = external inductance per length, C = capacitance per length,
# mu = permeability, eps = permittivity.  SI units.
# C comes from electric boundary problems; L comes from separate magnetic
# boundary problems in which the normal magnetic field vanishes on the metal.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve


# ---- Travelling wave between two line sources, checked in Maxwell's equations
x, y, z, t = sp.symbols("x y z t", real=True)
a, k, v, mu = sp.symbols("a k v mu", positive=True)
phi = sp.log(((x + a)**2 + y**2) / ((x - a)**2 + y**2))
wave = sp.sin(k * (z - v * t))
E = [-sp.diff(phi, x) * wave, -sp.diff(phi, y) * wave, sp.Integer(0)]
H = [-E[1] / (mu * v), E[0] / (mu * v), sp.Integer(0)]


def curl(F):
    return [sp.diff(F[2], y) - sp.diff(F[1], z),
            sp.diff(F[0], z) - sp.diff(F[2], x),
            sp.diff(F[1], x) - sp.diff(F[0], y)]


curl_E, curl_H = curl(E), curl(H)
for comp in range(3):
    assert sp.simplify(curl_E[comp] + mu * sp.diff(H[comp], t)) == 0
assert sp.simplify(sp.diff(E[0], x) + sp.diff(E[1], y)) == 0
assert sp.simplify(curl_H[2]) == 0
for comp in range(2):
    # Ampere's law needs this ratio to be the permittivity.
    needed_eps = sp.simplify(curl_H[comp] / sp.diff(E[comp], t))
    assert sp.simplify(needed_eps - 1 / (mu * v**2)) == 0


# ---- Open line: unequal round wires, fields from sources inside the wires
def open_pair():
    centres, radii = [0.0, 5.0], [1.0, 2.0]
    n_src, n_pts = 40, 80
    src_dir = np.exp(2j * np.pi * np.arange(n_src) / n_src)
    pts_dir = np.exp(2j * np.pi * (np.arange(n_pts) + 0.5) / n_pts)
    src = np.concatenate([c + 0.6 * r * src_dir for c, r in zip(centres, radii)])
    pts = np.concatenate([c + r * pts_dir for c, r in zip(centres, radii)])
    normal = np.concatenate([pts_dir, pts_dir])
    d = pts[:, None] - src[None, :]
    kernel = np.conj(d) * normal[:, None] / (2 * np.pi * abs(d)**2)
    totals = np.kron(np.eye(2), np.ones(n_src))
    rhs = np.concatenate([np.zeros(2 * n_pts), [1.0, -1.0]])
    # Magnetic problem: normal field zero, total currents +1 and -1.
    current = np.linalg.lstsq(np.vstack([kernel.imag, totals]), rhs, rcond=None)[0]
    field_y = lambda s: np.sum(current * (1 / (s - src)).real) / (2 * np.pi)
    L_over_mu = quad(field_y, 1.0, 3.0, epsabs=1e-10)[0]
    # Electric problem: constant potentials, total charges +1 and -1.
    member = np.kron(np.eye(2), np.ones((n_pts, 1)))
    upper = np.hstack([-np.log(abs(d)) / (2 * np.pi), -member])
    lower = np.hstack([totals, np.zeros((2, 2))])
    sol = np.linalg.lstsq(np.vstack([upper, lower]), rhs, rcond=None)[0]
    C_over_eps = 1 / (sol[-2] - sol[-1])
    surface_current = kernel.real @ current
    surface_charge = kernel.real @ sol[:-2]
    mismatch = np.max(abs(surface_current - surface_charge))
    return L_over_mu, C_over_eps, mismatch / np.max(abs(surface_charge))


pair_L, pair_C, pair_mismatch = open_pair()
assert abs(pair_L * pair_C - 1) < 1e-6
assert pair_mismatch < 1e-5


# ---- Shielded rectangular wire: linear finite elements on one quarter
def stiffness(weight):
    nx, ny = weight.shape
    ids = np.arange((nx + 1) * (ny + 1)).reshape(nx + 1, ny + 1)
    px = np.pad(weight, ((0, 0), (1, 1)))
    py = np.pad(weight, ((1, 1), (0, 0)))
    gx = (px[:, :-1] + px[:, 1:]) / 2
    gy = (py[:-1] + py[1:]) / 2
    start = np.concatenate([ids[:-1].ravel(), ids[:, :-1].ravel()])
    end = np.concatenate([ids[1:].ravel(), ids[:, 1:].ravel()])
    g = np.concatenate([gx.ravel(), gy.ravel()])
    W = coo_matrix((g, (start, end)), shape=(ids.size, ids.size)).tocsr()
    W = W + W.T
    return (diags(np.asarray(W.sum(axis=1)).ravel()) - W).tocsr()


def flux_per_step(weight, high, low):
    # Flux leaving nodes held at 1 when the low nodes are held at 0.
    K = stiffness(weight)
    u = high.ravel().astype(float)
    free = ~(high | low).ravel() & (K.diagonal() > 0)
    rows = K[free]
    u[free] = spsolve(rows[:, free].tocsc(), -(rows @ u))
    return (K @ u)[high.ravel()].sum()


eps_low, eps_cap = 2.5, 4.0
half_w, half_t, shield_x, shield_y = 1.0, 0.5, 3.0, 2.0   # micrometres
cap_start = 1.0                                          # micrometres


def shielded(n):
    # n cells per micrometre; returns C/eps, L/mu, layered C/eps0, L/mu for
    # a uniform wire current.
    nx, ny = round(shield_x * n), round(shield_y * n)
    iw, jw = round(half_w * n), round(half_t * n)
    i, j = np.indices((nx + 1, ny + 1))
    gap = np.ones((nx, ny))
    gap[:iw, :jw] = 0
    wire = (i <= iw) & (j <= jw)
    shield = (i == nx) | (j == ny)
    C_unit = 4 * flux_per_step(gap, wire, shield)
    # Magnetic scalar potential: steps by a quarter of the current between
    # the symmetry lines; zero normal derivative on the metal is natural.
    side_line = (j == 0) & (i >= iw)
    top_line = (i == 0) & (j >= jw)
    L_unit = flux_per_step(gap, side_line, top_line) / 4
    layered = gap * eps_low
    layered[:, round(cap_start * n):] = eps_cap
    C_layered = 4 * flux_per_step(layered, wire, shield)
    # Vector potential for a uniform current in the wire, zero on the shield.
    K = stiffness(np.ones((nx, ny)))
    load = np.zeros((nx + 1, ny + 1))
    for di in (0, 1):
        for dj in (0, 1):
            load[di:di + iw, dj:dj + jw] += 0.25
    load = load.ravel() / load.sum() / 4
    free = ~shield.ravel()
    A = spsolve(K[free][:, free].tocsc(), load[free])
    L_uniform = 4 * load[free] @ A
    return np.array([C_unit, L_unit, C_layered, L_uniform])


meshes = [20, 40, 80]
raw = np.array([shielded(n) for n in meshes])
products = raw[:, 0] * raw[:, 1]
excess = products - 1
# Both discrete values are upper bounds, so the product falls towards 1.
assert np.all(excess > 0) and np.all(np.diff(excess) < 0)
error_ratio = excess[1] / excess[2]
# The right-angled metal corners give an error of order spacing^(4/3).
assert 2.3 < error_ratio < 2.8
limit = raw[2] + (raw[2] - raw[1]) / (2**(4 / 3) - 1)
C_unit, L_unit, C_layered_unit = limit[:3]
L_uniform_unit = raw[2, 3]     # no metal corner singularity in this problem
assert abs(C_unit * L_unit - 1) < 5e-4
assert abs(raw[2, 3] / raw[1, 3] - 1) < 1e-3

eps0, mu0 = const.epsilon_0, const.mu_0
C = eps_low * eps0 * C_unit
L = mu0 * L_unit
speed = 1 / np.sqrt(L * C)
assert abs(speed * np.sqrt(eps_low) / const.c - 1) < 5e-4
C_high = eps_cap * eps0 * C_unit
length = 1e-3
delay_low = length * np.sqrt(L * C)
delay_high = length * np.sqrt(L * C_high)
C_layered = eps0 * C_layered_unit
eps_effective = L * C_layered / (mu0 * eps0)
assert eps_low * 1.01 < eps_effective < eps_cap * 0.99
L_uniform = mu0 * L_uniform_unit
uniform_ratio = L_uniform * C / (mu0 * eps_low * eps0)
assert uniform_ratio > 1.01

resistivity = 2e-8
area = 4 * half_w * half_t * 1e-12
resistance = resistivity / area
crossover = resistance / (2 * np.pi * L_uniform)
skin_depth = np.sqrt(resistivity / (np.pi * crossover * mu0))

print("OPEN PAIR: radii 1 and 2, centre distance 5 (arbitrary length unit)")
print(f"L/mu = {pair_L:.6f} (dimensionless)")
print(f"C/eps = {pair_C:.6f} (dimensionless)")
print(f"LC/(mu eps) - 1 = {pair_L * pair_C - 1:.1e} (dimensionless)")
print(f"largest relative charge-current mismatch = {pair_mismatch:.1e}")
print("SHIELDED WIRE")
print(f"wire width = {2 * half_w:.1f} um, thickness = {2 * half_t:.1f} um")
print(f"shield opening = {2 * shield_x:.1f} um by {2 * shield_y:.1f} um")
print(f"relative permittivity = {eps_low:.1f}")
for n, row, product in zip(meshes, raw, products):
    print(f"{n} cells/um: C/eps = {row[0]:.5f}, L/mu = {row[1]:.5f}, "
          f"product = {product:.5f}")
print(f"ratio of last two product errors = {error_ratio:.3f}")
print(f"extrapolated C/eps = {C_unit:.5f}, L/mu = {L_unit:.5f}")
print(f"extrapolated LC/(mu eps) = {C_unit * L_unit:.6f}")
print(f"C = {C * 1e12:.2f} pF/m")
print(f"L = {L * 1e9:.2f} nH/m")
print(f"LC = {L * C:.4e} s^2/m^2")
print(f"mu eps = {mu0 * eps0 * eps_low:.4e} s^2/m^2")
print(f"wave speed = {speed:.4e} m/s")
print(f"impedance = {np.sqrt(L / C):.2f} ohm")
print(f"delay over 1 mm, permittivity 2.5 = {delay_low * 1e12:.3f} ps")
print(f"C with permittivity 4 = {C_high * 1e12:.2f} pF/m")
print(f"delay over 1 mm, permittivity 4 = {delay_high * 1e12:.3f} ps")
print(f"delay ratio, 2.5 to 4 = {delay_low / delay_high:.4f}")
print("LIMITS OF THE RESULT")
print(f"layers of permittivity {eps_cap:.1f} start {cap_start:.1f} um "
      "above and below the wire centre")
print(f"layered C = {C_layered * 1e12:.2f} pF/m")
print(f"layered effective relative permittivity = {eps_effective:.3f}")
print(f"L with uniform wire current = {L_uniform * 1e9:.2f} nH/m")
print(f"LC/(mu eps) with uniform wire current = {uniform_ratio:.4f}")
print(f"chosen wire resistivity = {resistivity:.1e} ohm m")
print(f"wire resistance = {resistance:.3e} ohm/m")
print(f"frequency where resistance equals reactance = {crossover / 1e9:.2f} GHz")
print(f"skin depth at that frequency = {skin_depth * 1e6:.2f} um")
print("all good")
```

Printed output:

```
OPEN PAIR: radii 1 and 2, centre distance 5 (arbitrary length unit)
L/mu = 0.364852 (dimensionless)
C/eps = 2.740839 (dimensionless)
LC/(mu eps) - 1 = 2.3e-09 (dimensionless)
largest relative charge-current mismatch = 5.9e-10
SHIELDED WIRE
wire width = 2.0 um, thickness = 1.0 um
shield opening = 6.0 um by 4.0 um
relative permittivity = 2.5
20 cells/um: C/eps = 5.90336, L/mu = 0.17017, product = 1.00455
40 cells/um: C/eps = 5.89523, L/mu = 0.16993, product = 1.00180
80 cells/um: C/eps = 5.89201, L/mu = 0.16984, product = 1.00071
ratio of last two product errors = 2.521
extrapolated C/eps = 5.88989, L/mu = 0.16978
extrapolated LC/(mu eps) = 1.000000
C = 130.38 pF/m
L = 213.35 nH/m
LC = 2.7816e-17 s^2/m^2
mu eps = 2.7816e-17 s^2/m^2
wave speed = 1.8961e+08 m/s
impedance = 40.45 ohm
delay over 1 mm, permittivity 2.5 = 5.274 ps
C with permittivity 4 = 208.60 pF/m
delay over 1 mm, permittivity 4 = 6.671 ps
delay ratio, 2.5 to 4 = 0.7906
LIMITS OF THE RESULT
layers of permittivity 4.0 start 1.0 um above and below the wire centre
layered C = 156.42 pF/m
layered effective relative permittivity = 2.999
L with uniform wire current = 263.49 nH/m
LC/(mu eps) with uniform wire current = 1.2350
chosen wire resistivity = 2.0e-08 ohm m
wire resistance = 1.000e+04 ohm/m
frequency where resistance equals reactance = 6.04 GHz
skin depth at that frequency = 0.92 um
all good
```
